Could two exposures fail at the same contact by chance?

**Question**

We printed the same array of a billion contact holes twice, with the same mask, in fresh resist each time. The process has a random failure probability of about 10⁻⁷ per contact, so I expect roughly a hundred missing contacts in each exposure, and that is what we see. But one location is on both defect lists.

My first thought was that with a hundred failures on each list, one overlap is nothing special. A colleague says that chance would give only 10⁻⁵ overlaps and that something must be wrong at that spot. How do I get that number? And does it mean that the probability of this being an accident is 10⁻⁵?

**Answer**

Your colleague's number is right under assumptions that can be stated and checked. The answer to your last question is no: 10⁻⁵ is the probability of a repeat if only chance is at work, which is different from the probability that chance is at work once you have seen a repeat.

**The expected number of repeats**

Call the exposures A and B, and number the contacts i = 1 … N, with N = 10⁹. Let Xᵢ = 1 if contact i fails in A and 0 if it prints; let Yᵢ be the same for B. Assume for now that

- each contact fails with the same probability p = 10⁻⁷ in each exposure;
- what happens in A is independent of what happens in B.

The second assumption is reasonable for failures caused by the random arrival of photons and the random chemistry of the resist, because the second exposure uses new photons and new resist. It is wrong for anything the exposures share, such as a mask defect.

Each exposure has on average

Np = 10⁹ × 10⁻⁷ = 100 failures.

The product XᵢYᵢ is 1 if contact i fails both times and 0 otherwise, so the number of repeats is

C = Σᵢ XᵢYᵢ.

The mean of a 0-or-1 variable is the probability that it equals 1. Independence between the exposures therefore gives

E[XᵢYᵢ] = P(Xᵢ = 1) P(Yᵢ = 1) = p² = 10⁻¹⁴.

The mean of a sum is the sum of the means, whether or not the terms are independent, so

E[C] = Np² = 10⁹ × 10⁻¹⁴ = 10⁻⁵.

Here is the same result in terms of your lists. Exposure A marks about 100 contacts. For a chance repeat, one of those 100 must fail again, and each does so with probability 10⁻⁷. That gives 100 × 10⁻⁷ = 10⁻⁵. A hundred failures sounds like a lot, but they are spread over a billion places.

Independence between neighbouring contacts within one exposure was not used. If failures come in clusters, the mean number of repeats stays the same.

**The probability of seeing any repeat**

Since C is a whole number, it is at least 1 whenever it is not zero. Hence

E[C] = Σₖ k P(C = k) ≥ Σₖ P(C = k) = P(C ≥ 1), with k = 1, 2, 3, …

So the probability of any chance repeat is at most 10⁻⁵, clusters or not. If the contacts are also independent of one another, we can do better. One contact avoids a double failure with probability 1 − p², and all N avoid it with probability (1 − p²)ᴺ, so

P(C ≥ 1) = 1 − (1 − p²)ᴺ.

For small p², ln(1 − p²) ≈ −p², and the power becomes exp(−Np²). With μ = Np²,

P(C ≥ 1) ≈ 1 − exp(−μ) ≈ μ − μ²/2 = 10⁻⁵ − 5 × 10⁻¹¹.

In this model, about one pair of exposures in 100 000 would show a chance repeat.

Your intuition would be right in a different regime. One repeat is expected when Np² = 1. At fixed N this means p = 1/√N = 3.2 × 10⁻⁵, with about 31 600 failures in each exposure. At fixed p it means N = 1/p² = 10¹⁴ contacts.

**If you do not trust the value of p**

You can use the observed counts instead. Suppose A has a failures and B has b, and that the b failures of B are equally likely to sit on any b of the N contacts. A given contact is then among them with probability b/N. Summing over the a contacts that failed in A,

E[C | a, b] = ab/N.

With a = b = 100 this is 10⁻⁵ again, and p has dropped out. This version also copes with a dose error common to a whole exposure. If such an error tripled the failures in both, you would count about 300 in each and expect 300 × 300/10⁹ = 9 × 10⁻⁵ repeats.

**From a repeat to its cause**

Let F be the statement "one contact in this array always fails", and let π be the probability you gave F before comparing the lists. Let R be the observation of at least one repeat. If F is true, R is certain. If F is false, assume that only chance is left, so that R has the probability P₀. This leaves out weak contacts that fail often but not always. Bayes' rule gives

P(F | R) = P(R | F) π / [P(R | F) π + P(R | not F)(1 − π)]
= π / [π + (1 − π)P₀].

Take π = 0.01 as an example, meaning that you thought a persistent fault unlikely. With P₀ = 10⁻⁵,

P(F | R) = 0.01 / (0.01 + 0.99 × 10⁻⁵) = 0.999.

The remaining probability of chance is about 10⁻³, not 10⁻⁵. It depends on π, and no calculation with N and p alone can supply it. Chance and fault are equally likely after the repeat when π/(1 − π) = P₀, that is, for π of about 10⁻⁵. You would need to have been that confident in your mask and layout beforehand to remain undecided now.

**What raises the chance level**

*Unequal contacts.* Contacts that the mask makes slightly small fail more often, and they are small in both exposures. If contact i has probability pᵢ, the expected number of repeats is Σᵢ pᵢ². Writing p̄ for the mean and Var(p) for the variance over contacts, the mean of pᵢ² is p̄² + Var(p), so

Σᵢ pᵢ² = Np̄² [1 + Var(p)/p̄²].

The spread can only increase the result. For a specific model, let δ be the mask-caused size error measured on the wafer, Gaussian with mean zero and standard deviation σ, and let p = p₀ exp(−sδ). The Gaussian average needed is

E[exp(−ksδ)] = exp(k²s²σ²/2),

which follows by completing the square in the exponent:

−ksδ − δ²/(2σ²) = −(δ + ksσ²)²/(2σ²) + k²s²σ²/2.

The first term on the right is a shifted Gaussian, which integrates to the same area as the original one. Using k = 2 for the mean of p² and k = 1 for the mean of p,

E[p²]/E[p]² = exp(2s²σ²)/exp(s²σ²) = exp(s²σ²).

Suppose p changes by a factor of ten per nm of contact size, so s = ln 10 = 2.303 per nm, and σ = 0.5 nm. The factor is exp(1.151²) = 3.76, and the expected number of repeats rises to 3.8 × 10⁻⁵ at the same mean failure probability.

*Imperfect matching.* An inspection tool reports coordinates with some error, so "the same location" means "within some radius". On a square grid of 40 nm pitch, a radius of 100 nm takes in the offsets (i, j) with i² + j² ≤ (100/40)² = 6.25. There are m = 21 of them, including (0, 0). As an estimate, count a failure in A as matched with any failure in B at these 21 contacts, and assume that the radius is large enough for the same contact never to be missed. For identical contacts the expected number of matches is

21 × 10⁻⁵ = 2.1 × 10⁻⁴.

With both effects, the mask factor applies to the same contact but not to its 20 neighbours, provided that their mask errors are independent. (If neighbouring mask errors are positively correlated, the neighbours share part of the factor, and the total can rise as far as 21 × 3.76 × 10⁻⁵ = 7.9 × 10⁻⁴.) Ignoring the edges of the array,

Np̄² [exp(s²σ²) + m − 1] = 10⁻⁵ × (3.76 + 20) = 2.4 × 10⁻⁴.

I checked this formula by simulating 3000 pairs of exposures of a 200 × 200 array, with a new set of mask errors drawn for each pair and with the same mask spread and radius, but with a mean failure probability of 10⁻³ so that repeats were frequent. There were 494 same-contact matches against 452 expected, and 2366 neighbour matches against 2400. The first count is high by about two standard deviations (√452 ≈ 21), which is compatible with chance. Identical contacts would have given about 120.

*More exposures.* Ten exposures contain 10 × 9/2 = 45 pairs. For identical contacts and ideal matching, you should expect 45 × 10⁻⁵ = 4.5 × 10⁻⁴ coincident pairs. This is the chance level if you search all ten lists for any repeat. A contact that always fails would then be on all ten lists. A location found on only two of them may still be a weak spot, but it is not a contact that always fails, and the Bayes formula above does not apply to it.

For your two exposures, put the larger value 2.4 × 10⁻⁴ in place of P₀. An expected number is an upper bound on the probability of any match, so this gives a lower bound on the probability of a fault:

P(F | R) ≥ 0.01 / (0.01 + 0.99 × 2.4 × 10⁻⁴) ≈ 0.977.

As long as chance and a contact that always fails are the only two explanations compared, and for the values used here, the conclusion is weaker but survives. It depends strongly on the product sσ, because the mask factor is exp(s²σ²). With the same slope and σ = 1 nm the factor is about 200 and the bound falls to 0.82. With σ = 1.2 nm it is about 2000 and the bound falls to 0.33. At such spreads the smallest contacts are themselves weak spots, so measure s and σ before relying on the number.

**How this compares with a real process**

The pitch, radius, mask spread and slope above are rough values for contact holes printed with extreme-ultraviolet light; take your own from measurements. At 40 nm pitch a billion contacts cover 1.6 mm², a small part of a full exposure field. A failure probability of 10⁻⁷ is high for a product, since a chip may have billions of contacts; it suits a process under development or near the edge of its dose and focus window. Real arrays break the assumptions of identical contacts and ideal matching, which in this example moves the expected number by a factor of 24, mostly through the matching radius; at the same slope the mask spread would dominate instead once σ exceeds about 0.76 nm. Inspection can also raise repeated false alarms, for instance at an unusual but harmless pattern. That is a persistent cause too, but not a printing failure.

**What to do next**

First check in high-magnification images that it is the same contact both times, which lowers the expected number of chance matches in this example from 2.4 × 10⁻⁴ to 3.8 × 10⁻⁵. Then print the array a third time and look at that contact. If the first two failures were chance at an ordinary contact, it fails again with probability 10⁻⁷. If it always fails, it fails again. A contact that is merely somewhat small lies in between. In the Gaussian model, contacts found by a double failure are weighted by p², so their mean failure probability is

E[p³]/E[p²] = p₀ exp(9s²σ²/2 − 2s²σ²) = p̄ exp(2s²σ²),

where the last step uses p̄ = p₀ exp(s²σ²/2). For σ = 0.5 nm this is 3.76² ≈ 14 times the average, or about 1.4 × 10⁻⁶, which is still tiny. (For σ = 1 nm the formula gives about 4 × 10⁻³, a value that rests on the far tail of the Gaussian.) A third failure at the same contact would therefore point to a much stronger local cause than this ordinary mask spread. To look for that cause, inspect the mask there and check other copies of the same layout pattern. If the same wafer was used again, inspect the wafer at that spot too.

The numerical output below lists the main values used here. The line labelled "fault share" checks the Bayes formula on 200 000 simulated pairs of exposures of 50 contacts, with p = 0.05 and π = 0.2: among the pairs with a repeat, a fraction 0.683 had a persistent fault, against 0.680 from the formula.

Computed results

```
INPUTS
contacts N: 1e+09
failure probability p: 1e-07
contact pitch: 40 nm
matching radius: 100 nm
mask-caused size spread: 0.5 nm
decades of p per nm of size: 1.0 per nm
prior probability of a persistent fault: 0.01
MAIN RESULT
printed area: 1.60 mm^2
expected failures per exposure: 100.0
joint failure probability of one site: 1.0e-14
expected coincidences: 1.000e-05
probability of any coincidence: 9.999950e-06
pairs of exposures per chance repeat: 1.000e+05
N for one expected coincidence: 1.0e+14
p for one expected coincidence: 3.16e-05
failures per exposure at that p: 31623
NEGLECTED EFFECTS (expected chance matches)
slope of ln p with size: 2.303 per nm
mask factor: 3.76
with mask spread: 3.76e-05
sites inside matching radius: 21
with matching radius: 2.10e-04
with mask spread and radius: 2.38e-04
pairs among 10 exposures: 45
coincident pairs, 10 exposures: 4.50e-04
failures per exposure after dose drift: 300
coincidences after dose drift: 9.00e-05
INFERENCE AFTER ONE REPEAT
prior for even odds: 1.00e-05
fault probability, ideal matching: 0.99901
fault probability, mask and radius: 0.977
SIMULATION CHECKS
same-site matches: 494, expected 452
near-site matches: 2366, expected 2400
fault share: 0.6828, formula 0.6800
```
